# Why the Silica Gap Opens Gradually at a Silicon Interface

**Q:** I can imagine a silicon/silica junction in which the composition changes from one atomic layer to the next. Why would the electronic gap not change just as abruptly?

**A:** The gap in a band diagram is a property of the bulk material. At one site the relevant quantity is the local density of states (LDOS), the density of eigenstates in energy weighted by their probability on that site. A silicon state whose energy lies in the oxide gap cannot propagate in the oxide, but its wavefunction need not vanish at the first oxide atom.

A simple model that shows this is a pair of joined chains. Each cell has a lower-level site $v$ and an upper-level site $c$, in the order $\ldots v\,c\,|\,v\,c\ldots$, with silicon on the left. The silicon levels are $e_v,e_c$ with hopping $t_s$. The oxide levels are $E_v,E_c$ with hopping $t$. The junction bond is $t_i$, and all hoppings are positive. The model has one dimension, no field, no disorder and no self-consistent charge, and the band offsets are inputs.

**Q:** What does the oxide do to a state with an energy in its gap?

**A:** Let $v_n,c_n$ be the amplitudes in oxide cell $n=1,2,\ldots$ Away from the junction,

$$(E-E_v)v_n=t(c_{n-1}+c_n),\qquad (E-E_c)c_n=t(v_n+v_{n+1}).$$

Let both amplitudes change by a factor $\lambda$ per cell. The right-hand sides become $t(1+1/\lambda)c_n$ and $t(1+\lambda)v_n$. Multiplying the two equations and cancelling $v_nc_n$ gives

$$(E-E_v)(E-E_c)=t^2\left(2+\lambda+\frac1\lambda\right).$$

For a travelling wave, $\lambda=e^{ika}$, where $a$ is the cell length, and the right side is $4t^2\cos^2(ka/2)\ge0$. Hence no travelling wave exists between $E_v$ and $E_c$, where the left side is negative. There $\lambda$ is real and negative. With $\lambda=-e^{-\kappa a}$ the bracket is $2-2\cosh\kappa a=-4\sinh^2(\kappa a/2)$, so

$$\sinh\frac{\kappa a}{2}=\frac{\sqrt{(E-E_v)(E_c-E)}}{2t}.$$

The other root, $1/\lambda$, grows without limit into a semi-infinite oxide and is excluded. Every state at energy $E$ therefore has the same profile in the oxide. Its probability falls by $\lambda^2=e^{-2\kappa a}$ per cell, and so does the LDOS of a cell:

$$\rho_n(E)=\rho_1(E)\,e^{-2\kappa(E)(n-1)a}.$$

In this model the law holds from the first oxide cell onward, for energies in the oxide gap and in a silicon band.

**Q:** That fixes the decay. What fixes the amount that enters?

**A:** First take the ratio of amplitudes within a cell. The $v$ equation gives

$$(E-E_v)v_n=t(1-e^{\kappa a})c_n=-2t\,e^{\kappa a/2}\sinh(\kappa a/2)\,c_n.$$

Define $s=\sqrt{(E-E_v)/(E_c-E)}$. The decay formula then gives $E-E_v=2ts\sinh(\kappa a/2)$, and hence $c_n=-s\,e^{-\kappa a/2}v_n$.

Now put a unit source on $v_1$ and call the response there $G$. The response on $c_1$ is $-s\,e^{-\kappa a/2}G$. The last silicon site is driven by $t_iG$ and responds with $g\,t_iG$, where $g$ is the end Green function of the separate silicon chain. Thus

$$(E-E_v)G=1-ts\,e^{-\kappa a/2}G+t_i^2gG.$$

Since $E-E_v+ts\,e^{-\kappa a/2}=ts\,e^{\kappa a/2}$,

$$G=\frac{1}{ts\,e^{\kappa a/2}-t_i^2g}.$$

The LDOS is $-\mathrm{Im}\,G/\pi$. The first term of the denominator is real, so

$$\rho_{v1}=\frac{t_i^2(-\mathrm{Im}\,g)}{\pi\left|ts\,e^{\kappa a/2}-t_i^2g\right|^2},\qquad \rho_1=\rho_{v1}\left(1+s^2e^{-\kappa a}\right).$$

The second term in the last bracket is the $c$ site.

For $g$, let $x=E-e_c$ and $y=E-e_v$. Removing the end site leaves a chain that ends in $v$, with Green function $g'$, so $g=1/(x-t_s^2g')$ and $g'=1/(y-t_s^2g)$. These read $xg-t_s^2gg'=1$ and $yg'-t_s^2gg'=1$, so $g'=xg/y$. Substitution gives $t_s^2(x/y)g^2-xg+1=0$. Inside a silicon band $0<xy<4t_s^2$, and the root with a negative imaginary part, as an outgoing response requires, is

$$g=\frac{y}{2t_s^2}-i\frac{|y|}{2t_s^2}\sqrt{\frac{4t_s^2}{xy}-1}.$$

Silicon and the junction bond enter $\rho_1$ but not $\kappa$. If the bond is cut, $t_i\to0$, the LDOS inside the oxide gap vanishes as $t_i^2$, even in cell 1. Within the model, the gradual opening is thus caused by silicon states entering the oxide.

**Q:** Do such tails also fill the energies of silicon's own gap?

**A:** Not with this bonding order. Suppose that every $v$ level lies below $E$, every $c$ level lies above it, and hops join $v$ sites to $c$ sites alone. Multiply each site's equation by the conjugate amplitude and sum over each type of site:

$$\sum_v(E-\epsilon_v)|\psi_v|^2=M,\qquad \sum_c(E-\epsilon_c)|\psi_c|^2=M^*,$$

where $M$ is the sum of hopping times $\psi_v^*\psi_c$ over bonds. The left sides are real, so $M=M^*$. Subtraction gives

$$\sum_v(E-\epsilon_v)|\psi_v|^2+\sum_c(\epsilon_c-E)|\psi_c|^2=0.$$

No term is negative, so every amplitude is zero and there is no bound state. Neither chain has travelling states at these energies, so the LDOS is zero at every depth.

Reversing the oxide's order puts two $c$ sites side by side and breaks the premise. With the parameters below, a finite reversed chain has one state in the silicon gap, at 0.870 eV, while the proper order has none.

**Q:** Please put in numbers for a silicon/silica interface.

**A:** I take rough typical values, with energies measured from silicon's valence edge. Silicon has $e_v=0$ and $e_c=1.1$ eV. The oxide has $E_v=-4.5$ and $E_c=4.3$ eV, a gap of 8.8 eV. Its sites are 0.16 nm apart, so $a=0.32$ nm.

The oxide hopping follows from an effective mass $m=0.5\,m_e$. Just above $E_c$, write $k=\pi/a+q$. The band equation becomes $E_g(E-E_c)\approx t^2a^2q^2$, with $E_g=E_c-E_v$. Comparison with $\hbar^2q^2/2m$ gives $m=\hbar^2E_g/(2a^2t^2)$, hence $t=2.559$ eV. I choose $t_s=3.0$ eV, so that silicon's bands, from $-5.48$ to 6.58 eV, cover the oxide gap apart from silicon's own gap. The junction has $t_i=2.7$ eV.

At $E=2.7$ eV,

$$\sinh\frac{\kappa a}{2}=\frac{\sqrt{7.2\times1.6}}{2\times2.559}=0.663,\qquad \kappa=3.89\ \mathrm{nm^{-1}}.$$

The LDOS decay length $1/(2\kappa)$ is 0.129 nm, and each further cell keeps a fraction $e^{-2\kappa a}=0.083$.

For the prefactor, $g=0.150-0.406i$ eV$^{-1}$, $s=2.12$ and $ts\,e^{\kappa a/2}=10.1$ eV. The denominator is then $|9.02+2.96i|^2=90.1$ eV$^2$, so $\rho_{v1}=2.96/(90.1\pi)=0.0105$ eV$^{-1}$. The factor $1+s^2e^{-\kappa a}=2.30$ gives $\rho_1=0.024$ per eV per cell and spin. Cells 2 and 3 have 0.0020 and 0.00017.

I tested both parts by diagonalizing a chain of 400 silicon and 40 oxide cells. Decay constants were read from eigenvectors between $-4.0$ and 3.8 eV, leaving out silicon's gap and 0.05 eV beside it. They agreed with the formula to a relative $2\times10^{-14}$, also after changing $t_s$ to 4.0 eV or $t_i$ to 1.5 eV. For the original parameters, eigenstate sums in cells 1 to 3, with Gaussian weights of standard deviation 0.1 eV centred at $-2.5$ and 2.7 eV, agreed equally well with integrals of $\rho_n$.

**Q:** An exponential never reaches zero. At what depth do I have silica's gap?

**A:** That depends on the smallest LDOS you can detect, $\eta$. I define the local gap by moving outward from silicon's gap until $\rho_n$ first exceeds $\eta$ on each side. Depth is that of the oxide $v$ site, measured from the last silicon site.

| Cell | Depth (nm) | Gap (eV), $\eta=0.01$ | Gap (eV), $\eta=0.001$ |
|---|---|---|---|
| 1 | 0.16 | 1.25 | 1.10 |
| 2 | 0.48 | 7.85 | 2.02 |
| 3 | 0.80 | 8.50 | 7.33 |
| 4 | 1.12 | 8.65 | 8.13 |
| 6 | 1.76 | 8.74 | 8.54 |

Here $\eta$ is per eV per cell and spin; silicon's mean LDOS in its bands is 0.183 in that unit. The jump on the conduction side comes from a nearly flat stretch of the LDOS. In cell 2 it stays between about 0.0014 and 0.0020 from 1.15 to 2.7 eV, below the first threshold but above the second, so the edge sits at 3.93 eV for the first and at 1.12 eV for the second. That entry is sensitive to $\eta$: at $\eta=0.002$ the cell 2 gap is 4.90 eV. A tenfold more sensitive probe therefore places the main opening about one cell deeper. Near the full gap the shift is larger: about 8.5 eV is reached in cell 3 at the first threshold, but only in cell 6 at the second.

**Q:** Why do the last tenths of an electronvolt take so long to appear?

**A:** The decay length diverges at the oxide edges. At a distance $\delta$ inside either edge, the decay formula becomes $\kappa^2\approx E_g\delta/(a^2t^2)=2m\delta/\hbar^2$. Meanwhile $\rho_1$ tends to a finite value $A$. At $E_c$, where $s\to\infty$, the factors $s^2$ cancel and $A_c=t_i^2(-\mathrm{Im}\,g)/(\pi t^2)$. At $E_v$, where $s\to0$, $A_v=(-\mathrm{Im}\,g)/(\pi t_i^2|g|^2)$. Here they are 0.108 and 0.080 per eV.

For $\eta<A$ and large $x=(n-1)a$, setting $Ae^{-2\kappa x}=\eta$ gives $\kappa=\ln(A/\eta)/(2x)$, and therefore

$$\delta\approx\frac{\hbar^2}{8mx^2}\ln^2\frac{A}{\eta}.$$

In this one-dimensional model the missing part of the gap thus closes as $1/x^2$, not exponentially. At a real interface, states with in-plane momentum decay faster, so the LDOS at the oxide edge itself falls with depth and this law need not hold at a fixed $\eta$. In cell 6, $x=1.6$ nm, and with $\eta=0.01$ the law gives 0.042 eV on the conduction side. The full formula gives 0.032 eV, so the law is still about a third too high. Near the edge $\rho_1$ departs from $A$ in proportion to $\kappa$, which acts as a fixed shift of $x$ and makes a relative error of order $1/x$. The computed edges agree: on the conduction side the ratio of full result to law is 0.9984 in cell 1000 and 0.9992 in cell 2000.

**Q:** If states exist below the oxide's conduction edge, should internal photoemission start at a lower photon energy?

**A:** Presence near the interface is not transport through the film. The current on a bond is proportional to $\mathrm{Im}(\psi_j^*\psi_{j+1})$. In the evanescent state all amplitude ratios are real, so this current is zero in a semi-infinite oxide.

A finite film between two silicon leads does transmit by tunnelling, roughly as $e^{-2\kappa L}$ for thickness $L$. At 0.3 eV below the oxide edge, cell 1 has an LDOS of 0.042 per eV, almost a quarter of silicon's mean. Yet the transmission is $1.8\times10^{-7}$ through 3.84 nm and $1.3\times10^{-17}$ through 9.92 nm. For a thick film at flat band, the model's threshold for electrons from silicon's valence edge remains $E_c-e_v=4.3$ eV.

**Q:** How far can I carry these depths over to a real interface?

**A:** What carries over is the order of magnitude of the decay length near silicon's conduction edge, 0.1 nm or somewhat less, since the gaps, offsets and the oxide's electron mass are in the usual range. The valence side is less certain: the model gives oxide holes the same mass as electrons, whereas the top of silica's valence band is much flatter. The real tail is set by whichever valence band decays most slowly, which two levels per cell cannot decide. The gap in a particular cell also depends on the detection threshold and on the structure of the junction, and a real interface contains partly oxidized silicon. Giving cell 1 levels half-way between silicon and oxide, with the hoppings held fixed, lowers the gap at $\eta=0.01$ from 7.85 to 5.06 eV in cell 2 and from 8.50 to 7.61 eV in cell 3. This moves the main opening outward by roughly one cell, 0.3 nm, and the approach to 8.5 eV by about two (8.46 eV in cell 5). A gradual gap therefore does not by itself show whether the composition is abrupt or graded: evanescence alone produces a gradual gap at an abrupt junction, and grading the first oxide cell, as here, delays the opening further.

The other corrections are these:

- **Silicon bands.** Two levels per cell are a crude silicon. Raising $t_s$ to 4.0 eV changes the cell 2 gap to 7.70 eV. The junction hopping is also a free choice: for $t_i=1.5$ and 3.5 eV the gap at $\eta=0.01$ is 2.36 and 1.16 eV in cell 1, and 8.10 and 7.75 eV in cell 2.
- **In-plane momentum.** On a (001) surface, silicon's side valleys carry about 9.8 nm$^{-1}$ along the interface. If that is conserved, a crude estimate, which moves both oxide edges outward by the in-plane kinetic energy (7.4 eV for the mass used here), roughly halves the decay length at silicon's conduction edge, from 0.106 to 0.051 nm. Moving only the conduction edge, as a flat valence top would suggest, gives 0.067 nm. An amorphous oxide need not conserve it.
- **Image attraction.** With relative permittivities 11.7 for silicon and 2.1 for the oxide (optical), the classical estimate moves each edge inward by 0.25 eV at 0.48 nm, though a classical image is doubtful so close in. At 1 MV/cm it lowers the photoemission barrier by 0.22 eV, so a measured threshold must be extrapolated to zero field before it is compared with 4.3 eV.
- **Field and temperature.** A field of 5 MV/cm tilts both edges by 0.24 eV at 0.48 nm, in the same direction. The thermal energy at 300 K is 0.026 eV.

Disorder in the amorphous oxide and charge rearrangement at the junction are left out and not sized here. A measured spectrum also contains the probe's resolution and transition strengths, so the table is not a prediction of its shape. The remaining values are in the numerical output.

## Calculated quantities

```
silicon gap 1.1 eV, oxide gap 8.8 eV
valence offset 4.5 eV, conduction offset 3.2 eV
oxide cell length 0.32 nm, site spacing 0.16 nm
oxide mass: set 0.50, from Bloch bands 0.5000 m_e
hoppings: silicon 3.00, junction 2.70, oxide 2.559 eV
silicon bands span -5.48 to 6.58 eV
mean silicon LDOS in its bands 0.183 /eV/cell
silicon valence edge: kappa 4.865 /nm, LDOS decay length 0.103 nm
silicon conduction edge: kappa 4.711 /nm, LDOS decay length 0.106 nm
2.7 eV: kappa 3.889 /nm, LDOS decay length 0.129 nm
0.3 eV below oxide edge: kappa 1.920 /nm, LDOS decay length 0.260 nm
LDOS at 2.7 eV, cells 1-4 (/eV/cell): 2.40e-02, 1.99e-03, 1.65e-04, 1.37e-05
LDOS ratio of successive cells at 2.7 eV: 0.0830
thresholds 0.01 and 0.001 /eV/cell; depth is that of the v site
cell 1, 0.16 nm: edges -0.15, 1.10; gap 1.25 eV; low threshold 1.10 eV
cell 2, 0.48 nm: edges -3.91, 3.93; gap 7.85 eV; low threshold 2.02 eV
cell 3, 0.80 nm: edges -4.34, 4.16; gap 8.50 eV; low threshold 7.33 eV
cell 4, 1.12 nm: edges -4.42, 4.23; gap 8.65 eV; low threshold 8.13 eV
cell 5, 1.44 nm: edges -4.46, 4.25; gap 8.71 eV; low threshold 8.41 eV
cell 6, 1.76 nm: edges -4.47, 4.27; gap 8.74 eV; low threshold 8.54 eV
edge amplitudes A: valence 0.0800, conduction 0.1076 /eV/cell
cell 6 missing gap: valence 0.0292, conduction 0.0315 eV
cell 6 large-depth law: 0.0322, 0.0420 eV
cell 1000 root/law: valence 0.99943, conduction 0.99840
cell 2000 root/law: valence 0.99971, conduction 0.99920
states in silicon gap: proper junction 0, reversed oxide 1 at 0.870 eV
states in oxide gap: joined chain 423, oxide with cut bond 0
largest relative error: kappa 2.2e-14, LDOS 2.1e-14
photoemission threshold, silicon valence to oxide conduction: 4.3 eV
LDOS in cell 1 at 0.3 eV below oxide edge 0.0420 /eV/cell
transmission there: 3.84 nm film 1.8e-07, 9.92 nm film 1.3e-17
Neglected effects, sized:
half-way suboxide as cell 1: cell 1 edges -0.02, 1.10; gap 1.12 eV
half-way suboxide as cell 1: cell 2 edges -2.42, 2.63; gap 5.06 eV
half-way suboxide as cell 1: cell 3 edges -3.94, 3.67; gap 7.61 eV
silicon hopping 4.0 eV: cell 2 gap 7.70 eV
side valleys, k_par 9.8 /nm: decay length at silicon edge 0.051 nm
permittivities: silicon 11.7, oxide (optical) 2.1
image shift of each edge at 0.48 nm: 0.25 eV
image lowering at 1 MV/cm: 0.22 eV, barrier top at 1.09 nm
edge tilt by 5 MV/cm at 0.48 nm: 0.24 eV
thermal energy at 300 K: 0.0259 eV
```
